# Absorbed power, electron temperature and density in a steady discharge

**The argument under review**

The author considers a low-pressure discharge between two floating plane walls and asks what happens when the power absorbed by the electrons is doubled. The argument runs as follows. The power goes to the electrons, so each electron receives twice as much energy per second. The electrons must therefore become much hotter. Hotter electrons ionize more, so the density rises somewhat as well, but the main effect of power is on temperature.

It is correct that the power goes to the electrons. That each electron receives twice as much holds only while the number of electrons has not changed. The author wants the new steady state, and there the number of electrons is an unknown, to be found together with the temperature. Two unknowns need two balances, and the argument uses only one, that of energy. What does the other, the balance of particles, require?

**The particle balance**

I take the author's discharge in its simplest form. The walls are a distance $L$ apart. The gas density $n_g$ is fixed, ionization occurs in single impacts on ground-state atoms, and charges are lost only at the walls. The electrons are Maxwellian with a uniform temperature $T$ in electronvolts, so that $eT$ is an energy in joules. Ions of mass $M$ are singly charged, are born at rest and do not collide on their way out. The sheaths are thin compared with $L$.

For the ionization cross section I use a model form with threshold $I$ and scale $S$,

$$\sigma(E)=S\,\frac{I}{E}\left(1-\frac{I}{E}\right),\qquad E>I .$$

With $x=E/T$, the Maxwellian average of speed times cross section has the weight $\bar v\,x e^{-x}dx$, where $\bar v=\sqrt{8eT/\pi m}$ is the mean electron speed and $m$ the electron mass. Writing $a=I/T$, the rate coefficient is

$$K=S\bar v\int_a^\infty\left(a-\frac{a^2}{x}\right)e^{-x}dx=S\bar v\,g(a),\qquad g(a)=a\left[e^{-a}-aE_1(a)\right],$$

with $E_1(a)=\int_a^\infty e^{-x}dx/x$. Each electron thus produces $\nu=n_gK$ new pairs per second.

To find the loss, let $x$ now be the distance from the midplane, $n$ the common density of ions and electrons, and $u$ the ion velocity. Electron pressure balances the electric force on the electrons, so the force per volume on the ions is $-eT\,dn/dx$. New ions add no momentum. Ions born at different places pass a given point with different velocities. I neglect this spread and give all ions at a point their mean velocity $u$. For the gas below, this changes the temperature by less than 0.1 percent and the midplane density by about 3 percent. With the Bohm speed $c=\sqrt{eT/M}$, continuity and momentum read

$$\frac{d(nu)}{dx}=\nu n,\qquad \frac{d(nu^2)}{dx}+c^2\frac{dn}{dx}=0 .$$

The second equation integrates to $nu^2+c^2n=c^2n_0$, where $n_0$ is the midplane density, since $u=0$ there. With $U=u/c$,

$$n=\frac{n_0}{1+U^2},\qquad nu=\frac{n_0c\,U}{1+U^2}.$$

Inserting both into continuity gives

$$n_0c\,\frac{1-U^2}{(1+U^2)^2}\frac{dU}{dx}=\frac{\nu n_0}{1+U^2}
\quad\Rightarrow\quad
\frac{1-U^2}{1+U^2}\,dU=\frac{\nu}{c}\,dx .$$

The factor $n_0$ has cancelled. At $U=1$ the slope $dU/dx$ diverges. The quasineutral region ends there and the sheath begins, with edge density $n_0/2$. For a thin sheath this point lies at $x=L/2$. Since the fraction on the left equals $2/(1+U^2)-1$, integration from $U=0$ to $1$ yields

$$\frac{\nu L}{2c}=\frac{\pi}{2}-1\equiv\alpha .$$

Now insert $\nu=n_gS\bar v\,g$. The ratio $\bar v/c=\sqrt{8M/\pi m}$ does not contain $T$, so

$$n_gSL\sqrt{\frac{8M}{\pi m}}\;g\!\left(\frac{I}{T}\right)=2\alpha .$$

This equation determines $T$, and neither power nor density appears in it. The reason is that production and loss are both proportional to the number of electrons. Doubling that number doubles both and leaves the condition for their equality unchanged.

One qualification concerns the root. The function $g(I/T)$ rises with $T$ up to a maximum and then falls. I use the low-temperature branch, which for the gas below ends at 26 eV.

**The energy balance**

Power enters here. In the steady state it must replace the energy that leaves the electrons for every pair lost at the walls. Call this energy $W$, in electronvolts. It has three parts.

*Collisions.* Each ionization costs $I$. It is accompanied by $K_{ex}/K$ excitations of energy $E_{ex}$ and $K_{el}/K$ elastic collisions. An elastic collision with a cold atom takes on average a fraction $2m/M$ of the electron energy. With a collision frequency independent of speed, the mean energy is $3T/2$ and the mean loss $3(m/M)T$.

*The sheath and the wall.* A floating wall receives equal electron and ion fluxes. If $V_s$ is the sheath voltage and $n_s$ the edge density, then

$$\frac{n_s\bar v}{4}e^{-V_s/T}=n_sc
\quad\Rightarrow\quad
V_s=T\ln\frac{\bar v}{4c}=T\ln\sqrt{\frac{M}{2\pi m}} .$$

An escaping electron gives up $V_s$ in crossing the sheath. Its remaining energy of motion normal to the wall is distributed in the wall flux as $e^{-y}dy$ in units of $T$, with mean $T$. The two tangential directions add $T/2$ each, so it delivers $2T$ to the wall.

*The presheath.* Electrons also move against the weaker field between midplane and sheath edge. The potential $\phi$ obeys $d\phi=T\,dn/n$, and $dn/n=-2U\,dU/(1+U^2)$. Electron and ion fluxes are equal, so the work per unit area and time, divided by $e$, is

$$-\int nu\,d\phi=Tn_0c\int_0^1\frac{2U^2\,dU}{(1+U^2)^2}
=Tn_0c\left[\arctan U-\frac{U}{1+U^2}\right]_0^1=\frac{\alpha}{2}\,Tn_0c .$$

Division by the edge flux $n_0c/2$ gives $\alpha T$ per pair. Altogether,

$$W=I+\frac{K_{ex}}{K}E_{ex}+\frac{K_{el}}{K}\frac{3m}{M}T+2T+\alpha T+V_s .$$

Let $P$ be the power absorbed by the electrons and $A$ the area of one wall. Two walls each collect $n_0c/2$ pairs per area and time, hence

$$\frac{P}{A}=2\,e\,\frac{n_0c}{2}\,W=e\,n_0\,c\,W
\quad\Rightarrow\quad
n_0=\frac{P/A}{e\,c\,W}.$$

Both $c$ and $W$ depend on $T$ and on gas data, but not on density. Since the particle balance has already fixed $T$, the density is proportional to the power.

**Numbers for a model gas**

Take round parameters that describe no particular gas: ion mass 40 u, $I=16$ eV, $S=1.2\times10^{-19}$ m², $n_g=2\times10^{19}$ m⁻³ and $L=0.1$ m. One excitation at 12 eV has a cross section of the same form with scale $6\times10^{-20}$ m², and $K_{el}=10^{-13}$ m³/s. Free fall of the ions is an idealization at this gas density. An ion-atom cross section of $10^{-18}$ m² would give a free path $\lambda=L/2$. A drag $Mnu^2/\lambda$ on the ions would then lower the temperature found below to 3.75 eV and raise the density by 13 percent. The temperature would still not depend on power.

Here $n_gSL=0.240$ and $\bar v/c=430.9$. The required value is

$$g=\frac{2\times0.5708}{0.240\times430.9}=0.01104,$$

which is reached at $I/T=4.158$. Hence $T=16/4.158=3.85$ eV and $c=3047$ m/s.

The energy per pair is, in electronvolts and in the order of the formula,

$$W=16.0+15.6+0.01+7.7+2.2+18.0=59.5 .$$

For $P/A=100$ W/m² this gives

$$n_0=\frac{100}{1.602\times10^{-19}\times3047\times59.5}\approx3.44\times10^{15}\ \mathrm{m^{-3}},$$

or $3.44\times10^{9}$ cm⁻³. At 200 W/m² the density is $6.88\times10^{15}$ m⁻³ and the temperature is still 3.85 eV. Time integration of the two balances from a common starting state, for powers from 50 to 800 W/m², tests this: all runs end at the same temperature, with density proportional to power.

**What is right in the author's picture**

Immediately after the power is doubled, the electron number is still the old one, and each electron does receive twice as much. The mean density is $\bar n=n_0/(2\alpha)$, from integrating continuity over half the gap. If the profile keeps its steady shape, the balances become

$$\frac{d\bar n}{dt}=\bar n\left(n_gK-\frac{2\alpha c}{L}\right),\qquad
\frac{d}{dt}\left(\frac32\bar nT\right)=\frac{P}{eAL}-\bar n\,\ell(T),$$

where $\ell(T)$ is the energy loss per electron and time. In the old steady state $\ell=\nu W$, with $\nu=3.48\times10^4$ s⁻¹. At the instant of doubling, the input per electron is $2\nu W$ and $d\bar n/dt=0$, so

$$\frac{dT}{dt}=\frac23\,\nu W=\frac23\times3.48\times10^4\times59.5\ \mathrm{eV/s}\approx1.4\ \mathrm{eV/\mu s}.$$

The temperature responds quickly because an electron stores only $3T/2=5.8$ eV, about a tenth of $W$. For a step from 100 to 200 W/m², it peaks at 4.7 eV after about 2 µs, when the density has risen by only 6 percent. Ionization now exceeds loss, the density grows, and the power is shared among more electrons. After about 60 µs the temperature is within 1 percent of its old value. The density finally doubles.

The height and duration of this peak are estimates. An ion needs at least $L/(2c)\approx16$ µs to cross half the gap at the Bohm speed, so the profile cannot follow a change within 2 µs. If the ion fluid equations are instead followed in time, the peak is 4.76 eV at 2.1 µs and the return to within 1 percent takes 54 µs. The Maxwellian is also assumed throughout the peak, although the electron-electron collision time at this density is about 60 µs. The final state does not depend on the frozen profile.

The transient also shows why the author's steady state cannot exist in this model. If the electrons were held 1 eV above the balance temperature, ionization would exceed the loss from the steady profile by $4.7\times10^4$ s⁻¹, and the density would grow by a factor $e$ about every 20 µs. The stored thermal energy of the electrons does double in the end, but through their number.

**When the temperature does depend on power**

The conclusion rests on production and loss per electron being independent of density and power. Three changes to the model break this.

*Two-step ionization.* Let a share $\beta$ of the excitations feed a long-lived level with loss frequency $\nu_m$, from which electrons ionize with rate coefficient $K_{st}$. Neglecting other losses of the level, its density $n_m$ follows from its own balance,

$$n_m=\frac{\beta n_gK_{ex}\bar n}{\nu_m+K_{st}\bar n},\qquad n_gK+n_mK_{st}=\frac{2\alpha c}{L}.$$

The second term of the particle balance grows with $\bar n$, so a lower temperature suffices at higher power. I take $\beta=0.2$, $\nu_m=10^4$ s⁻¹, a threshold of 4 eV and $S=1.92\times10^{-18}$ m² for the second step. Then $T$ is 3.82 eV at 100 W/m², 3.72 eV at 1000 W/m² and 3.64 eV at 10000 W/m². At 100 W/m² the density is 2 percent above the single-step value; at 1000 W/m² it is 9 percent above. For this level the single-step result is thus good at the lower power and begins to drift at the higher one. The drift in temperature is opposite to what the author expects. It is also bounded: once $K_{st}\bar n\gg\nu_m$, the second term tends to $\beta n_gK_{ex}$ and $T$ levels off at 3.62 eV. At 10000 W/m² the ion flux to a wall is already 0.3 of the one-way thermal flux of gas atoms at 300 K, so a fixed gas density is doubtful there.

*Gas thinning.* If power heats the gas at constant pressure, $n_g$ falls. The required $g$ then rises, and with it $T$: to 3.96 eV for 10 percent less gas and to 4.69 eV for half the gas. Here the electrons do become hotter with power, but because there are fewer atoms to ionize.

*Volume recombination.* A loss per electron that grows with density demands more ionization per electron, and so a higher temperature as power rises.

The result also needs an electron energy distribution whose shape does not change with power. For the model gas the Maxwellian is an assumption, not a consequence. At 100 W/m² electron-electron collisions change the energy of a 20 eV electron by $T$ at a rate of about $2\times10^4$ s⁻¹, while inelastic collisions remove it from the tail at about $1.8\times10^6$ s⁻¹. The two rates become comparable only near 10000 W/m², so in a real discharge the tail, and with it the temperature needed for balance, can change with power over this range. Finally, the exact independence of power belongs to the limit of zero sheath width. At 100 W/m² the midplane Debye length is 0.25 mm. A sheath several Debye lengths wide takes a few percent of the half gap, and this neglected correction shrinks as the density rises.

**Recommendation**

The claim should be restricted to the first microseconds after a power step. For the steady state, the author should solve the particle balance first and use the power to find the density. If a measured temperature changes with power, the changes to examine are those in gas density, ionization path, loss process and electron distribution. The numerical output below gives the values for the two balances, the power step with a frozen profile, gas thinning and the two-step model.

## Values computed for the example and the checks

```
ion mass: 40 u
ionization energy: 16 eV, S = 1.2e-19 m^2
excitation energy: 12 eV, S = 6.0e-20 m^2
elastic rate coefficient: 1.0e-13 m^3/s
gas density: 2.0e+19 m^-3, gap: 0.10 m
alpha = pi/2 - 1: 0.57080; fluid run: 0.57080
edge/midplane density, fluid run: 0.5001
mean/midplane density, fluid run: 0.8760
presheath work / T, fluid run: 0.5707
wall energy per electron / T: 2.0000
mean electron speed / Bohm speed: 430.9
n_g S L: 0.240
required g(I/T): 0.01104
I/T at balance: 4.1579
electron temperature: 3.848 eV
branch ends at T = 26.2 eV
ionization rate coeff.: 1.739e-15 m^3/s
excitation rate coeff.: 2.262e-15 m^3/s
Bohm speed: 3047 m/s
loss frequency: 3.478e+04 1/s
loss time: 28.8 us
energy per pair, ionization: 16.000 eV
energy per pair, excitation: 15.606 eV
energy per pair, elastic: 0.009 eV
energy per pair, electron at wall: 7.696 eV
energy per pair, presheath: 2.196 eV
energy per pair, sheath: 18.007 eV
energy per pair, total: 59.51 eV
P/A 50 W/m^2: n0 1.721e+15 m^-3, T 3.848 eV
P/A 100 W/m^2: n0 3.442e+15 m^-3, T 3.848 eV
P/A 200 W/m^2: n0 6.885e+15 m^-3, T 3.848 eV
P/A 400 W/m^2: n0 1.377e+16 m^-3, T 3.848 eV
P/A 800 W/m^2: n0 2.754e+16 m^-3, T 3.848 eV
log-log slope of density against power: 1.00000
power step 100 to 200 W/m^2:
  mean density before: 3.015e+15 m^-3
  peak T: 4.73 eV at 2.1 us
  density ratio at the peak: 1.064
  T within 1 percent after: 62 us
  final T: 3.848 eV
  final density ratio: 2.0000
net growth rate if T is 1 eV higher: 4.712e+04 1/s
  e-folding time: 21.2 us
T with 10 percent less gas: 3.955 eV
T with 50 percent less gas: 4.694 eV
two-step: threshold 4 eV, S = 1.92e-18 m^2
  level share 0.2, level loss 1e+04 1/s
  P/A 1 W/m^2: T 3.848 eV, n0 3.443e+13 m^-3
  P/A 100 W/m^2: T 3.823 eV, n0 3.500e+15 m^-3
  P/A 1000 W/m^2: T 3.719 eV, n0 3.748e+16 m^-3
  P/A 10000 W/m^2: T 3.636 eV, n0 3.964e+17 m^-3
```
